# Thin-film dielectric profiles from charge responses to opposite applied fields

## Result and setting

An insulating film, periodic in its plane, stands in vacuum in an applied field $E_0$ along its normal $z$. Let $\rho(z;\pm E_0)$ be the total charge density, averaged over the plane, for the two directions of the field, and let

$$\rho_{\rm odd}(z)=\tfrac12\left[\rho(z;+E_0)-\rho(z;-E_0)\right].$$

The inverse permittivity profile of the film is

$$\frac{1}{\varepsilon(z)}=\left\langle 1+\frac{1}{\varepsilon_0E_0}\int_{-\infty}^{z}\rho_{\rm odd}(z')\,dz'\right\rangle ,\qquad (1)$$

where $\varepsilon$ is the relative permittivity and $\langle\dots\rangle$ is a running average over one layer period $a$. The relative error from the finite field is of order $E_0^2$. In the middle of a sufficiently thick film, (1) gives the bulk permittivity for a field along $z$.

The film is neutral and carries no free charge. The voltage across it must stay well below its gap (in eV, divided by $e$), or electrons would transfer from one face to the other.

A simpler scheme would apply one field, compute the local field $E(z)$, and call $E_0/E(z)$ the permittivity; or it would divide the film's dipole by its thickness. Each part of (1) repairs a definite fault of these schemes.

## First fault: one field mixes several responses

Expand the charge at fixed $z$ in powers of the field:

$$\rho(z;E_0)=\rho_0+\rho_1E_0+\rho_2E_0^2+\rho_3E_0^3+\dots$$

The permittivity is a property of $\rho_1$. Using $\rho(z;E_0)$ alone includes the zero-field charge $\rho_0$, whose contribution to the response per unit field grows as $1/E_0$. Subtracting a zero-field calculation removes it but leaves

$$\frac{\rho(z;E_0)-\rho_0}{E_0}=\rho_1+\rho_2E_0+\dots,$$

with an error of first order in the field. In the half difference all even terms cancel:

$$\frac{\rho_{\rm odd}}{E_0}=\rho_1+\rho_3E_0^2+\dots$$

The cost is again two calculations, and the error is one order higher.

If the film has a mirror plane at $z=0$, reversing the field mirrors the charge, $\rho(z;-E_0)=\rho(-z;E_0)$. Then $\rho_2(z)=\rho_2(-z)$, and its dipole vanishes. The one-sided dipole is therefore free of the first-order error in a symmetric film, but the one-sided profile is not. Its first-order error is odd in $z$ and vanishes at the centre; after averaging it is concentrated near the faces and decays into the interior when the bulk shares the mirror symmetry.

## From charge to field

For planar averages Gauss's law reads $dE/dz=\rho/\varepsilon_0$. A neutral film produces no average field outside itself, so the field far to the left is the applied one. Taking half the difference of the two solutions gives

$$E(z)=E_0+\frac1{\varepsilon_0}\int_{-\infty}^{z}\rho_{\rm odd}(z')\,dz'. \qquad (2)$$

On the far right the integral vanishes by neutrality and $E$ returns to $E_0$. A spurious net charge $\delta\sigma$ per area would instead leave a false offset $\delta\sigma/(\varepsilon_0E_0)$ in $E/E_0$, so the return to 1 is a useful check on real data. In a periodic supercell the vacuum field can differ from the nominal one; the odd part of the actual vacuum field then takes the place of $E_0$ in (1) and (2). If the two vacuum fields also share a common offset, as a polar film without a dipole correction produces, (1) gives the response at that bias, and the difference from the zero-bias value does not fall as $E_0$ is reduced.

Define the macroscopic polarization by $dP/dz=-\langle\rho_{\rm odd}\rangle$ with $P=0$ in vacuum. Averaging (2) gives $\varepsilon_0\langle E\rangle=\varepsilon_0E_0-P$, so that

$$D=\varepsilon_0\langle E\rangle+P=\varepsilon_0E_0$$

at every $z$. With $D=\varepsilon_0\varepsilon\langle E\rangle$ this yields $1/\varepsilon(z)=\langle E\rangle/E_0$, which is (1).

## Second fault: the local ratio has poles

Deep inside the film the response repeats from layer to layer, and

$$\frac{E(z)}{E_0}=\frac1{\varepsilon_b}+\sum_{m\ne0}c_m e^{2\pi i m z/a},$$

with $\varepsilon_b$ the bulk value. The harmonics are not small. In the 12-layer film computed below, $E/E_0$ runs from $-0.087$ to $0.428$ within the central period. On some planes the induced field exceeds the applied one and the total field is reversed. Since $E$ is continuous, it passes through zero, and $E_0/E$ diverges there. Averaging that ratio cannot repair it.

The quantity to average is the field, because voltages add. The voltage across one period is

$$\int_{\rm period}E\,dz=E_0\,a\,\frac1{\varepsilon_b},$$

as for capacitors in series, which share the same $D$.

The running average

$$\langle f\rangle(z)=\frac1b\int_{-b/2}^{b/2}f(z+u)\,du$$

multiplies a wave $e^{iGz}$ by

$$\frac1b\int_{-b/2}^{b/2}e^{iGu}\,du=\frac{\sin(Gb/2)}{Gb/2}.$$

For $b=a$ and $G=2\pi m/a$ the numerator is $\sin\pi m=0$, so every harmonic is removed and the constant is kept. For $b=0.9a$ the first harmonic survives with the factor $\sin(0.9\pi)/(0.9\pi)=0.109$. The raw peak-to-peak ripple is 0.515, which suggests a remaining ripple near 0.056. The computed one is 0.0564, more than a third of $1/\varepsilon_b$. With the correct width it is $3\times10^{-8}$. The period must therefore be that of the film as calculated, including any strain.

At a junction of two insulators with periods $a_1$ and $a_2$, two successive averages of these widths multiply the two factors. The harmonics of both lattices vanish, at the price of a resolution of $a_1+a_2$.

## Third fault: the thickness of a film is not sharply defined

The dipole per area, $\mu=\int z\rho_{\rm odd}\,dz$, fixes an integrated response with the dimension of length:

$$S=\int\left(1-\frac{E}{E_0}\right)dz=-\frac1{\varepsilon_0E_0}\int dz\int_{-\infty}^{z}\rho_{\rm odd}(z')\,dz'.$$

Integrate by parts. The boundary term vanishes because the inner integral is zero on both sides of the film, and the remaining term changes sign:

$$S=\frac{\mu}{\varepsilon_0E_0}. \qquad (3)$$

The running average does not change $S$, since it merely redistributes the integrand. The voltage between two vacuum planes a distance $L$ apart is

$$\int E\,dz=E_0(L-S). \qquad (4)$$

The whole-film estimate assigns a thickness $t$ and sets $1/\varepsilon_{\rm film}=1-S/t$. Its sensitivity to $t$ follows by differentiation:

$$\delta\varepsilon_{\rm film}=-\varepsilon_{\rm film}^2\,\frac{S}{t^2}\,\delta t=-\varepsilon_{\rm film}(\varepsilon_{\rm film}-1)\frac{\delta t}{t},$$

where $S/t=1-1/\varepsilon_{\rm film}$ was used. The factor $\varepsilon(\varepsilon-1)$ makes this choice critical for high permittivity. With $\varepsilon\approx6.3$ and $t=4.8$ nm, a change of 0.1 nm in the assumed thickness moves the result by about 0.7.

Even a consistent choice $t=Na$ for $N$ layers leaves an error. Once the two surfaces no longer influence each other, one more layer adds one bulk period to the integral, so

$$S(N)=Na\left(1-\frac1{\varepsilon_b}\right)+s, \qquad (5)$$

where the surface length $s$ collects what both surfaces add to or take from the bulk response. Dividing by $Na$,

$$1-\frac{S(N)}{Na}=\frac1{\varepsilon_b}-\frac{s}{Na}. \qquad (6)$$

The error falls only as $1/N$. Two estimates are free of this term: the centre value of (1), and the increment

$$\frac1{\varepsilon_{\rm inc}(N)}=1-\frac{S(N)-S(N-2)}{2a}, \qquad (7)$$

in which $s$ cancels. The increment needs neither a surface position nor an average, but it gives no profile.

## An independent bulk value

A convergence study can settle on a wrong number, so the limit should be known from another calculation. The model used here allows this. Electrons move along $z$ in a prescribed zero-field potential, with one filled orbital per layer and $\nu$ electrons per area in each. The ions are clamped, and exchange and correlation do not respond to the field. An electron has charge $-e$, so its field-induced potential energy $w$ obeys $dw/dz=eE$. The response is thus treated in the Hartree approximation, and the permittivity is electronic.

In the periodic crystal, first-order perturbation theory for a potential of wavenumber $q+G'$ gives the density component at $q+G$ through

$$\chi^0_{GG'}=\frac{2\nu}{N_ka}\sum_{k,c}\frac{M_GM_{G'}^*}{E_{vk}-E_{c,k+q}},\qquad M_G=\langle vk|e^{-i(q+G)z}|c,k+q\rangle .$$

Here $v$ is the filled band, $c$ runs over the empty ones, and $N_k$ is the number of $k$ points. The factor 2 arises because the first-order density has two complex-conjugate parts, which contribute equally by time-reversal symmetry.

The induced density $\delta n=\chi^0w$ creates the Hartree energy $V\delta n$ with $V_G=e^2/[\varepsilon_0(q+G)^2]$. Hence

$$w=w_{\rm ext}+V\chi^0w\quad\Rightarrow\quad w=(1-V\chi^0)^{-1}w_{\rm ext}.$$

The applied potential has only the component $G'=0$, and the macroscopic average retains only $G=0$. The ratio of average to applied field is therefore

$$\frac1{\varepsilon_b}=\lim_{q\to0}\left[(1-V\chi^0)^{-1}\right]_{00}. \qquad (8)$$

This is the same ratio as in (1), obtained without surfaces and without a finite field.

The order of operations matters. Inverting the whole matrix gives $1/\varepsilon_b=0.15866$, or $\varepsilon_b=6.30$. Taking the 00 element before inverting discards the fields that vary within a period, and gives $\varepsilon=13.05$. In this model these local fields halve the permittivity. The film calculation contains them automatically, because its Hartree potential is solved on the scale of the grid.

## The worked film

The layer period is $a=0.4$ nm and $\nu=100$ nm$^{-2}$. Each layer has a Gaussian well 10 eV deep and 0.10 nm wide (standard deviation), and a second one 6 eV deep and 0.05 nm wide, displaced by $+0.1$ nm. The displacement removes the mirror symmetry, so even-order responses can appear in the dipole. The bulk gap for motion along $z$ is 4.45 eV, and the field is $E_0=0.1$ V/nm. The occupation is prescribed and the in-plane motion is left out: free in-plane motion at this $\nu$ would fill states up to about 24 eV, well above the gap, so the model is insulating by construction.

For $N=12$ the integrated response is $S=4.0069$ nm. By (4), the voltage assigned to the nominal thickness $Na=4.8$ nm is

$$E_0(Na-S)=0.1\times(4.8-4.0069)\ \text{V}=79.3\ \text{mV},$$

far below the gap. The three estimates of $1/\varepsilon_b$ develop as follows.

| $N$ | centre | increment | whole film |
|---|---|---|---|
| 2 | 0.16075 | – | 0.19773 |
| 4 | 0.15853 | 0.15897 | 0.17835 |
| 6 | 0.15865 | 0.15866 | 0.17179 |
| 12 | 0.15866 | 0.15866 | 0.16522 |

For the increment at $N=12$, with $S(10)=3.33386$ nm,

$$1-\frac{4.00694-3.33386}{0.8}=0.1587 .$$

Centre and increment both agree with (8) within the tested tolerance of $10^{-4}$ in the inverse.

The surface length is $s=-0.0315$ nm, the same to the printed digits from $N=4$ on. Equation (6) then predicts a whole-film error of $0.0315/4.8=0.0066$ at $N=12$, which is the difference between 0.16522 and 0.15866. The resulting permittivity is 6.05 instead of 6.30, an error of 4%. To bring this estimate within $10^{-3}$ of the inverse bulk value would take $N=0.0315/(0.4\times10^{-3})\approx79$ layers. The centre value is that close with four.

For a gate insulator the useful form of (5) is the vacuum-equivalent thickness

$$Na-S=\frac{Na}{\varepsilon_b}-s .$$

Each layer contributes $0.4\times0.1587=0.063$ nm, and the two surfaces together contribute 0.032 nm, as much as half a layer. This term acts as a capacitor in series and does not shrink with the film. Its value refers to planes a distance $Na$ apart, since by (4) only $L-S$ is fixed, and it belongs to these vacuum surfaces; contact with a semiconductor or a metal would require its own calculation.

## When to stop adding layers

The bulk reference is often unavailable, and one compares successive thicknesses. Let $\delta_N$ be the error at $N$ layers, and suppose $|\delta_N|\le r|\delta_{N-2}|$ with $r<1$. The observed change then satisfies

$$|\delta_{N-2}-\delta_N|\ge|\delta_{N-2}|-|\delta_N|\ge\left(\frac1r-1\right)|\delta_N| .$$

It is at least as large as the remaining error if $r\le\tfrac12$. The centre errors are $2.1\times10^{-3}$, $-1.3\times10^{-4}$, $-1.2\times10^{-5}$ and $-1.0\times10^{-6}$ for $N=2,4,6,8$, so $r$ is about 0.1 or less and the rule is safe. It was tested at $N=4$ and $N=6$. Beyond $N=8$ the difference levels off near $2\times10^{-7}$. The finite field accounts for this floor: the error of $S$ for six layers given in the next section, scaled as $E_0^2$ to 0.1 V/nm, is $4.7\times10^{-7}$ nm, which divided by the thickness of 2.4 nm lowers the inverse permittivity by $2.0\times10^{-7}$.

The whole-film estimate defeats the same rule. For an error $C/N$ the change between $N-2$ and $N$ is

$$\frac{C}{N-2}-\frac CN=\frac{2C}{N(N-2)},$$

which is $2/(N-2)$ times the remaining error. At $N=12$ this is one fifth: the estimate changes by 0.0013 while it is still wrong by 0.0066. A tolerance of 0.002 would accept it.

With the finite-field floor of about $2\times10^{-7}$ subtracted, the centre error decreases by a factor of about 10 from $N=4$ to $N=6$ and about 14 from $N=6$ to $N=8$. This suggests a roughly exponential law, as expected for a short-ranged response in an insulator. Two added layers move each surface away from the centre by $a$, so a factor of 14 corresponds to a decay length of $0.4/\ln 14\approx0.15$ nm. The factor is still rising at these thicknesses, so the final decay length may be somewhat shorter. At $N=6$ the increment is already closer to the bulk than the centre value. A likely reason is that $S$ departs from (5) only when the surfaces interact across the full thickness, whereas the centre feels each surface across half of it. Both readings are conjectures based on few points.

The tolerance must be set on the inverse. If an estimate of $1/\varepsilon_b$ is off by $\delta$, the permittivity is off by $-\varepsilon_b^2\delta$ to first order, a relative error of $\varepsilon_b|\delta|$. One per cent requires $|\delta|=1.6\times10^{-3}$ at $\varepsilon_b=6.3$, but $4\times10^{-4}$ at $\varepsilon_b=25$. Towards the metallic limit $1/\varepsilon$ remains well behaved while $\varepsilon$ loses all precision.

## How strong a field

For six layers, the two-sided value of $S$ differs from the linear-response value of 1.9877 nm by $1.18\times10^{-5}$ nm at 0.5 V/nm and by $4.71\times10^{-5}$ nm at 1 V/nm. The ratio is 4.00, as an error of order $E_0^2$ requires. The even part, which a one-sided calculation retains, is $-4.8\times10^{-5}$ and $-9.5\times10^{-5}$ nm, with a ratio of 2.00. Both orders were tested.

The sizes deserve an equally plain reading. All these errors are below $10^{-4}$ of $S$, so for the $S$ of this film a one-sided difference would also serve; the profiles were not compared in this way. At $+1$ V/nm the two parts even cancel partly: the one-sided error is $(4.7-9.5)\times10^{-5}=-4.8\times10^{-5}$ nm, nearly equal in magnitude to the two-sided one. With the field reversed it is $+1.4\times10^{-4}$ nm. The advantage of opposite fields is the guaranteed order: as the field is reduced, the two-sided error falls as $E_0^2$, whereas a one-sided error in general falls only as $E_0$.

The field cannot be reduced without limit, because numerical noise in the charge is divided by $E_0$. It cannot be raised without limit either. At 0.1 V/nm the voltage across this material would reach the gap at a thickness of about $4.45\times6.30/0.1\approx280$ nm.

## What the profile says near a surface

Suppose $E/E_0$ jumped from $1/\varepsilon_b$ to 1 at the nominal face, $|z|=2.4$ nm. The average would turn the jump into a linear ramp of width $a$, from 2.2 to 2.6 nm, with the value $(1+0.159)/2=0.58$ at the face. The computed values are 0.71 on the left and 0.53 on the right. The displaced second wells shift the film's charge to the right relative to the nominal faces, which would explain the sign of this difference, though it was not tested separately. At 1.6 nm from the centre, 0.8 nm below the faces, both sides are within $2\times10^{-4}$ of the bulk value.

The filter alone thus turns even a sharp jump into a ramp of about the computed width. Intermediate values of $\varepsilon(z)$ there are not permittivities of a surface material, and inserting them in a device model as local constants would claim a resolution the average has removed. Integrals across the whole surface region are safe, since averaging preserves them: $s$ and the voltage (4) carry over.

Equation (1) itself is not restricted to clamped ions. If the ions are relaxed separately at $+E_0$ and $-E_0$, their displaced charge is included in $\rho$, and the layer period is the same for both fields, Gauss's law gives the static permittivity by the same steps. The condition on the period matters in a piezoelectric film that is free to change its thickness. Its period then changes in opposite senses for the two fields, the layers shift by amounts that grow with distance, and a single running average leaves a ripple even in the middle of the film. A bulk crystal with inversion symmetry has no such strain to first order in the field. The larger $\varepsilon$ tightens the tolerance, and the range of the surface disturbance may differ, so the thickness test has to be repeated for the relaxed film. The complete thickness series and both sides of the profile are in the numerical output.

## Table of computed values

```
layer period a = 0.4 nm, electrons per layer = 100 nm^-2
well: depth 10.0 eV, width 0.1 nm, offset 0.0 nm
well: depth 6.0 eV, width 0.05 nm, offset 0.1 nm
grid step = 0.02 nm, vacuum margin = 1.2 nm, field E0 = 0.1 V/nm
relative weight of n_odd at the highest grid wavenumber = 1.5e-08
bulk gap = 4.448 eV
12-layer film: gap = 4.504 eV, highest filled level = -8.333 eV
bulk 1/eps with local fields = 0.158658, eps = 6.3029
bulk 1/eps without local fields = 0.076627, eps = 13.0503
N, S (nm), 1/eps: centre, increment, whole film; surface length s (nm)
 2 0.641819 0.160752    -     0.197726 -0.031255
 4 1.314641 0.158532 0.158972 0.178349 -0.031507
 6 1.987715 0.158645 0.158658 0.171786 -0.031507
 8 2.660789 0.158656 0.158657 0.168503 -0.031507
10 3.333863 0.158657 0.158657 0.166534 -0.031507
12 4.006937 0.158657 0.158657 0.165221 -0.031507
N, centre value minus bulk value of 1/eps
 2 2.09e-03
 4 -1.26e-04
 6 -1.23e-05
 8 -1.04e-06
10 -2.47e-07
12 -1.95e-07
N=12 eps: centre 6.3029, increment 6.3029, whole film 6.0525
N=12 nominal thickness = 4.80 nm, S/(1-1/eps_bulk) = 4.7626 nm
N=12 voltage E0(Na-S) = 79.306 mV
central period, microscopic E/E0: min -0.0872, max 0.4277
ripple of E/E0: raw 0.5149, width a 3.26e-08, width 0.9a 0.0564
N=12 profile: |z| (nm), 1/eps at -z, 1/eps at +z
0.0 0.15866 0.15866
1.6 0.15871 0.15848
2.0 0.16092 0.15855
2.2 0.24948 0.19976
2.4 0.70947 0.52661
2.6 0.98793 0.95505
2.8 0.99990 0.99943
N=6 linear-response S = 1.987714 nm
field 0.5 V/nm: two-sided error 1.178e-05 nm, even part -4.775e-05 nm
field 1.0 V/nm: two-sided error 4.713e-05 nm, even part -9.545e-05 nm
ratios on doubling the field: two-sided 4.001, even 1.999
```
